# Surface Scattering in Thick Metal Films: Resistivity, Thickness and Stress, part 1

(Sections cited here and not found follow in the second part.)

## 1. From surface reflection to the thick-film law

### The form of the answer

A flat metal film of thickness $d$ carries a weak current along its plane. Suppose that the electrons which carry it all move at one speed, lose their drift in bulk collisions after a mean free path $\lambda$, and are reflected at each surface with a probability $p$ of keeping their motion along the plane. If the wave nature of the electrons across the film is left out, $d$ and $\lambda$ are the two lengths in the problem. The film resistivity $\rho$ divided by the bulk resistivity $\rho_0$ is a pure number, so it must have the form

$$
\frac{\rho}{\rho_0} = G\!\left(\frac{d}{\lambda},\, p\right). \tag{1}
$$

The limit $d \gg \lambda$ restricts $G$ further. An electron that leaves a surface forgets it after a distance of order $\lambda$, so each surface disturbs a layer of that thickness. The disturbed share of the film is of order $\lambda/d$. Electrons that arrive at a surface come from undisturbed metal, and a fraction $1-p$ of them lose their drift there. The disturbance is therefore proportional to $1-p$. It vanishes at $p=1$, as symmetry requires: a mirror reflection reverses the velocity across the film and leaves the velocity along it unchanged. Hence

$$
\frac{\rho}{\rho_0} - 1 \simeq C\,(1-p)\,\frac{\lambda}{d},
\qquad d \gg \lambda, \tag{2}
$$

with a pure number $C$. The argument cannot supply $C$, which depends on how far electrons of each direction travel from the surface and how much current they carry. The derivation below gives $C = 3/8$ for a spherical Fermi surface, and it also gives the size of what (2) leaves out.

### The kinetic equation and the bulk metal

The film fills $0 < z < d$, and a uniform electric field $\mathcal{E}$ points along $x$. In atomic units the electron has charge $-1$ and mass 1, and $\hbar = 1$. Its velocity is then $\mathbf{v} = \mathbf{k}$ and its energy is $\varepsilon = k^2/2$. The bulk relaxation time $\tau$ is the same for all electrons and at all depths.

Write the occupation of a state as $f = f_0(\varepsilon) + g(z,\mathbf{k})$, where $f_0$ is the equilibrium Fermi function and $g$ is of first order in the field. The force gives $\dot{\mathbf{k}} = -\mathcal{E}\,\hat{\mathbf{x}}$, and the steady Boltzmann equation is

$$
v_z \frac{\partial f}{\partial z} - \mathcal{E}\,\frac{\partial f}{\partial k_x}
= -\frac{f-f_0}{\tau}. \tag{3}
$$

In the field term $f$ may be replaced by $f_0$, because $\mathcal{E}g$ is of second order. The chain rule gives $\partial f_0/\partial k_x = v_x f_0'$, where the prime means a derivative with respect to energy. Since $f_0$ does not depend on $z$, (3) becomes

$$
v_z \frac{\partial g}{\partial z} + \frac{g}{\tau} = \mathcal{E}\, v_x f_0'. \tag{4}
$$

Far from any surface the first term vanishes, and the solution is

$$
g_b = \tau\, \mathcal{E}\, v_x f_0'. \tag{5}
$$

Since $f_0' < 0$, states with $v_x < 0$ gain electrons, which is the right sense for a negative charge in a field along $+x$.

The current density is the charge $-1$ times the sum of $v_x g$ over states, with a factor 2 for spin:

$$
j = -2\int \frac{d^3k}{(2\pi)^3}\, v_x\, g . \tag{6}
$$

Insert (5) and divide by $\mathcal{E}$. The average of $v_x^2$ over directions is $k^2/3$, and $d^3k$ becomes $4\pi k^2\,dk$. With $k\,dk = d\varepsilon$,

$$
\sigma_0 = 2\tau \int \frac{4\pi k^2\,dk}{8\pi^3}\,\frac{k^2}{3}\,(-f_0')
= \frac{\tau}{3\pi^2}\int k^3(-f_0')\,d\varepsilon
= \frac{\tau k_F^3}{3\pi^2}. \tag{7}
$$

The last step uses a thermal energy small beside the Fermi energy, so that $-f_0'$ is a narrow peak of unit area at the Fermi wave number $k_F$. The electron density is twice the volume of the Fermi sphere over $(2\pi)^3$, which is $n = k_F^3/(3\pi^2)$. With $\lambda = k_F\tau$,

$$
\sigma_0 = n\tau = \frac{n\lambda}{k_F},
\qquad \rho_0 = \frac{k_F}{n\lambda}. \tag{8}
$$

### The surfaces

Let $\mu = |v_z|/v$, which lies between 0 and 1. Write $g = g_b\,\chi$, so that $\chi$ is the drift relative to its bulk value. The factor $g_b$ does not depend on $z$ or on the sign of $v_z$. Electrons moving up and down obey, from (4) multiplied by $\tau$ and divided by $g_b$,

$$
\lambda\mu\,\frac{\partial \chi_\uparrow}{\partial z} + \chi_\uparrow = 1,
\qquad
-\lambda\mu\,\frac{\partial \chi_\downarrow}{\partial z} + \chi_\downarrow = 1 . \tag{9}
$$

Each solution is the bulk value 1 plus an exponential that decays away from the surface which the electrons have left:

$$
\chi_\uparrow = 1 - A\,e^{-z/(\lambda\mu)},
\qquad
\chi_\downarrow = 1 - B\,e^{-(d-z)/(\lambda\mu)} . \tag{10}
$$

The amplitudes $A$ and $B$ may depend on $\mu$. The length in the exponent is $\lambda\mu$ because an electron that travels a path $\lambda$ rises by $\lambda\mu$.

At each surface a fraction $p$ of the electrons is reflected as by a mirror, whatever their angle. The rest is scattered elastically into all outgoing directions with equal occupation. The incoming $g$ is odd in $v_x$, so it adds nothing to the number of electrons that arrive at a given energy. Conservation of number then makes the occupation of the diffusely scattered part equal to $f_0$, with no drift. The outgoing $g$ is thus $p$ times the incoming $g$ at the mirror direction. At $z=0$ this reads $\chi_\uparrow = p\,\chi_\downarrow$.

Define

$$
\kappa = \frac{d}{\lambda}, \qquad u = e^{-\kappa/\mu}. \tag{11}
$$

The factor $u$ is the probability that an electron crosses the film in direction $\mu$ without a bulk collision. For two equal surfaces, symmetry gives $A = B$, and the condition at $z=0$ becomes

$$
1 - A = p\,(1 - A u)
\quad\Rightarrow\quad
A = \frac{1-p}{1-pu}. \tag{12}
$$

For $p=1$ the amplitude is zero, and the film conducts like the bulk at any thickness within this model.

### The current through the film

At fixed $\mu$ the average of $v_x^2$ over the angle around $z$ is $v^2(1-\mu^2)/2$. The local current density relative to the bulk value $j_0$ is therefore

$$
\frac{j(z)}{j_0} = \frac34 \int_0^1 (1-\mu^2)\,
\left[\chi_\uparrow + \chi_\downarrow\right] d\mu . \tag{13}
$$

The factor $3/4$ follows from the bulk case: with both $\chi$ equal to 1 the integral is $2\times 2/3 = 4/3$, and the ratio must be 1.

The measured conductivity is $\sigma = (1/d)\int_0^d j\,dz/\mathcal{E}$. Averaging either exponential in (10) over the film gives

$$
\frac1d\int_0^d e^{-z/(\lambda\mu)}\,dz
= \frac{\lambda\mu}{d}\left(1-e^{-d/(\lambda\mu)}\right)
= \frac{\mu(1-u)}{\kappa}. \tag{14}
$$

The upward and downward electrons contribute equally. Putting (10), (12) and (14) into (13) gives the Fuchs-Sondheimer conductivity:

$$
\frac{\sigma}{\sigma_0} = 1 - \frac{3(1-p)}{2\kappa}
\int_0^1 (\mu-\mu^3)\,\frac{1-u}{1-pu}\,d\mu . \tag{15}
$$

### Separating the leading term

For a thick film $u$ is small at every angle, and its largest value, at $\mu=1$, is $e^{-\kappa}$. An identity isolates the part without $u$:

$$
\frac{1-u}{1-pu}
= \frac{(1-pu)-(1-p)u}{1-pu}
= 1 - \frac{(1-p)\,u}{1-pu}. \tag{16}
$$

The first term requires $\int_0^1(\mu-\mu^3)\,d\mu = 1/2-1/4 = 1/4$. Hence

$$
\frac{\sigma}{\sigma_0} = 1-\delta+R,
\qquad
\delta = \frac{3(1-p)}{8\kappa} = \frac{3\lambda(1-p)}{8d}, \tag{17}
$$

$$
R = \frac{3(1-p)^2}{2\kappa}
\int_0^1 (\mu-\mu^3)\,\frac{u}{1-pu}\,d\mu . \tag{18}
$$

No approximation has been made between (15) and (18). The integrand of $R$ is not negative. For $p<1$ we have $u \le e^{-\kappa}$ and $(1-p)/(1-pu) \le 1$, so the same integral $1/4$ gives

$$
0 \le R \le \delta\, e^{-\kappa}. \tag{19}
$$

For $p=1$ both $\delta$ and $R$ vanish. The conductivity therefore has no term in $1/\kappa^2$ or in any higher power: what follows the leading term is exponentially small. The reason is visible in $u$. The two surfaces affect each other through electrons that cross the whole film without a collision, and in a thick film these are rare.

The remainder is smaller than its bound when $\kappa$ is large. Replace $1-pu$ by 1, which costs a relative error of order $e^{-\kappa}$, and put $\mu = 1/(1+s)$. Then $d\mu = -ds/(1+s)^2$, and

$$
\int_0^1 (\mu-\mu^3)\,u\,d\mu
= e^{-\kappa}\int_0^\infty
\left[(1+s)^{-3}-(1+s)^{-5}\right]e^{-\kappa s}\,ds . \tag{20}
$$

The exponential restricts $s$ to values of order $1/\kappa$, where the bracket is $2s$ to first order. Since $\int_0^\infty s\,e^{-\kappa s}ds = 1/\kappa^2$,

$$
R \simeq \frac{3(1-p)^2}{\kappa^3}\,e^{-\kappa},
\qquad \kappa \gg 1. \tag{21}
$$

The next term of the bracket is $(6-15)s^2 = -9s^2$. To next order it multiplies (21) by $1-9/\kappa$, so (21) sets in slowly. At $\kappa = 10.7$ further terms also matter, and (21) is too large by a factor of about 1.9.

### The resistivity

The resistivity ratio is the inverse of (17):

$$
\frac{\rho}{\rho_0}-1 = \frac{1}{1-\delta+R}-1
= \frac{\delta-R}{1-\delta+R}. \tag{22}
$$

For large $\kappa$ this is

$$
\frac{\rho}{\rho_0} = 1 + \frac{3\lambda(1-p)}{8d} + O(\delta^2). \tag{23}
$$

This is (2) with $C=3/8$. The term of order $\delta^2$ comes from taking the inverse and not from new physics at the surfaces. If $R$ can be dropped, the added fraction is $\delta/(1-\delta)$, and $\delta$ alone falls short of it by the relative amount $\delta$.

The leading term needs only a small $\delta$. Since $u/(1-pu) \le u/(1-u) = 1/(e^{\kappa/\mu}-1) \le \mu/\kappa$ for $p<1$, (18) gives $R \le (1-p)^2/(5\kappa^2) = (64/45)\,\delta^2$ at any thickness. A film with $p$ close to 1 can therefore obey (23) even if $\kappa$ is not large. The form $\delta/(1-\delta)$ needs more: it drops $R$, and when $\delta$ is small, $R$ is small beside $\delta^2$ only once the film is a few mean free paths thick: for $p$ near 1 the ratio $R/\delta^2$ is about 0.5 at $\kappa=1$, 0.2 at $\kappa=2$ and 0.07 at $\kappa=3$. For $p<1$, using $1-\delta$ down to $d = 3\lambda(1-p)/8$ would give zero conductivity. There the crossing electrons collected in $R$ are essential.

### What each surface removes

Near the lower surface of a thick film, electrons arrive with $\chi_\downarrow = 1$ and leave with $A=1-p$. Equation (13) gives

$$
\frac{j(z)}{j_0} = 1-\frac34(1-p)\int_0^1(1-\mu^2)\,
e^{-z/(\lambda\mu)}\,d\mu . \tag{24}
$$

At $z=0$ the integral is $2/3$, so the current density there is $(1+p)/2$ of its bulk value. Even a fully diffuse surface leaves half the bulk current density beside it, because the arriving electrons still carry their full drift.

Integrating the deficit over depth replaces the exponential by $\lambda\mu$. One surface removes the current of a layer of thickness

$$
\frac34(1-p)\lambda\int_0^1(\mu-\mu^3)\,d\mu
= \frac{3\lambda(1-p)}{16}. \tag{25}
$$

Two such layers give a missing conducting thickness

$$
\ell = \frac{3\lambda(1-p)}{8} = d\,\delta . \tag{26}
$$

This length is an equivalent and not a layer without current. The actual deficit is spread over a depth of order $\lambda$.

The surfaces act separately when $u$ is negligible, so (25) also covers two different surfaces. With specular fractions $p_1$ and $p_2$ the total is $3\lambda(2-p_1-p_2)/16$, which is (26) with $p$ replaced by the mean $(p_1+p_2)/2$. If the specular fraction depends on angle, it stays inside the integral in (25), and $p$ is replaced by

$$
\bar p = 4\int_0^1(\mu-\mu^3)\,p(\mu)\,d\mu . \tag{27}
$$

The weight $\mu-\mu^3$ vanishes for electrons that move along the surface, whose deficit stays close to it, and for electrons that move straight across the film, which carry no current along it.

## 2. Thickness, stress and a titanium nitride film

### Symbols and results carried over

A film of thickness $d$ has conductivity $\sigma$ and resistivity $\rho$; the bulk values are $\sigma_0$ and $\rho_0$. The electron density is $n$, the Fermi wave number $k_F$, the relaxation time $\tau$ and the mean free path $\lambda = k_F\tau$ in atomic units. A fraction $p$ of the electrons is reflected specularly at each surface, and $\mu = |v_z|/v$ is measured from the film normal. With $\kappa = d/\lambda$, the first half found $\sigma/\sigma_0 = 1-\delta+R$, where $\delta = 3\lambda(1-p)/(8d)$ and $0\le R\le\delta e^{-\kappa}$. The missing conducting thickness is $\ell = d\,\delta = 3\lambda(1-p)/8$.

### Added resistivity and temperature

Equation (8) gives $\rho_0\lambda = k_F/n$, so the leading added resistivity is

$$
\rho_0\,\delta = \frac{3(1-p)}{8d}\,\frac{k_F}{n}. \tag{28}
$$

The relaxation time has dropped out. If warming shortens $\tau$ while $n$, $p$ and $d$ are held fixed, the bulk resistivity rises but the leading surface contribution stays the same. The fraction $\delta$ falls because it is measured against a larger $\rho_0$. This holds at leading order. The next term, $\rho_0\delta^2$, is proportional to $\lambda$ and does change.

For a thick film with a spherical Fermi surface, surface scattering raises the resistivity by the leading fraction $3\lambda(1-p)/(8d)$, as if a fixed thickness $\ell = 3\lambda(1-p)/8$ did not conduct. What remains is to find how this affects thickness and stress measurements, to work through a 50 nm titanium nitride film, and to compare the model with real films.
